# Temperature-accelerated dynamics: why the first hot escape may lose when cold

## One clock, two temperatures

Suppose that atoms leave a potential basin along one path, at rate $k$, with no memory of how long they have waited. The probability of still being inside at time $t$ can depend on $t$ through the dimensionless product $kt$ alone, because $1/k$ is the sole time in the law. Loss of memory makes the survival probability $e^{-kt}$. If a hot waiting time $t_h$ is to stand for the equally probable cold waiting time $t_c$, the two survival probabilities must agree:

$$e^{-k_ht_h}=e^{-k_ct_c}\quad\Rightarrow\quad t_c=t_h\,\frac{k_h}{k_c}.$$

Subscripts $h$ and $c$ mean hot and cold. Take the harmonic rate $k=\nu e^{-\beta E}$, with $\beta=1/k_BT$, barrier $E$ and a prefactor $\nu$ independent of temperature. The prefactor cancels:

$$t_c=t_h\,e^{E\Delta\beta},\qquad \Delta\beta=\beta_c-\beta_h>0. \tag{1}$$

The time factor therefore needs the barrier but not the prefactor. It also differs from path to path, so no common rescaling of the hot clock will do when several barriers compete.

## Where the naive scheme goes wrong

The example is a phosphorus–vacancy pair in silicon, to be followed at 500 K by molecular dynamics run at 1200 K. Here $\beta_c=23.209$, $\beta_h=9.670$ and $\Delta\beta=13.539$ eV$^{-1}$. Three escape paths have round model parameters, and each prefactor includes the symmetric copies of its path:

- A, a vacancy hop to a second-neighbour site: 0.95 eV, $2\times10^{12}$ s$^{-1}$.
- B, exchange of phosphorus and vacancy: 1.10 eV, $10^{13}$ s$^{-1}$.
- C, a concerted move: 1.30 eV, $10^{14}$ s$^{-1}$.

The hot rates are $2.047$, $2.400$ and $3.469\times10^8$ s$^{-1}$. Dividing each by their sum gives the chances of being first when hot: 0.259, 0.303 and 0.438. The cold rates are 531.4, 81.75 and 7.881 s$^{-1}$, with chances 0.856, 0.132 and 0.013.

The naive scheme heats the crystal, accepts the first escape and rescales its time. It would choose C in 44% of cases, where the cold crystal chooses it in 1.3%. Using C's own barrier in equation (1) corrects the time of C but not the choice of C. The run must continue after its first escape, so that slower hot events can compete.

## Keeping the other clocks running

After an escape, the path and its barrier are recorded and the trajectory is turned back into the original basin. Time spent outside is not counted. The basin must be deep enough for vibrations to erase memory of the return before the next escape.

In each short interval $dt$ inside the basin, path $i$ then fires with probability $k_{i,h}dt$, whatever happened earlier. Let $t_{i,h}$ be its first firing time. For the joint event $t_{i,h}>s_i$ for all $i$, path $i$ must stay silent until $s_i$, after which its later firings do not matter. Multiplying the silent probabilities over successive intervals gives

$$P(t_{i,h}>s_i\text{ for all }i)=\prod_i e^{-k_{i,h}s_i}.$$

The first times are thus independent. Write $t_{i,h}=u_i/k_{i,h}$, where the $u_i$ are independent exponential variables of mean one. Equation (1) gives

$$t_{i,c}=\frac{u_i}{k_{i,h}}\frac{k_{i,h}}{k_{i,c}}=\frac{u_i}{k_{i,c}}. \tag{2}$$

These are independent cold waiting times with the correct rates. Their minimum supplies both the cold escape path and its time. Within this rate model the history is statistically correct, although it is not the continuation of any particular hot atomic trajectory.

A diffusion problem shows how far a continuous well obeys the rate picture. A particle with temperature-independent friction starts at $x=0$ in

$$V(x)=\tfrac12E\,[1-\cos(\pi x/a)],$$

with $E=0.95$ eV, $a=1$ nm on the left and $E=1.10$ eV, $a=0.1$ nm on the right. It is absorbed at the next minimum on either side. Numerical quadrature of the exact escape-time integrals gives $\langle t^2\rangle/\langle t\rangle^2=2.000$ at both temperatures, the exponential value. When hot, the mean time of right-hand exits differs from the overall mean by only about 0.02%, close to the equality that independent competing clocks require. The narrow right barrier has the larger prefactor and takes 71.7% of exits when hot, but 24.9% when cold.

The true time factors are 3.8% (left) and 3.5% (right) below $e^{E\Delta\beta}$. Anharmonicity accounts for this. With $z=\beta E/2$ and $\theta=\pi x/a$, expanding the cosine in the well integral gives

$$\int e^{-z\theta^2/2}\left(1+\frac{z\theta^4}{24}\right)d\theta
=\sqrt{\frac{2\pi}{z}}\left(1+\frac1{8z}\right),$$

because $\langle\theta^4\rangle=3/z^2$ for the Gaussian. The barrier integral has the same correction. The rate is inversely proportional to both integrals, so it acquires the factor $1-1/(4z)=1-1/(2\beta E)$ at leading order. For the left exit this is 0.946 hot and 0.977 cold; their ratio, 0.968, is close to the computed 0.962. Keeping the full cosine turns the well and barrier integrals into Bessel functions $I_0(z)$ and gives 0.962 (left) and 0.965 (right), the computed values; with purely harmonic integrals the ratio is exactly one.

## When the order reverses

Let A fire before B when hot. Equation (1) reverses their order when $t_{B,h}e^{E_B\Delta\beta}<t_{A,h}e^{E_A\Delta\beta}$. Taking logarithms,

$$(E_A-E_B)\Delta\beta>\ln\frac{t_{B,h}}{t_{A,h}}. \tag{3}$$

In this general statement A and B are any two paths. The earlier hot event needs the higher barrier to lose its lead, but a higher barrier is not sufficient: the other event must not come too late.

Now follow one history of the silicon pair, with chosen hot times. C fires at 0.8 ns, B at 1.5 ns and A at 4.0 ns. Their time factors are $4.402\times10^7$, $2.936\times10^6$ and $3.853\times10^5$, so

$$\begin{aligned}
t_{C,c}&=0.8\text{ ns}\times4.402\times10^7=35.2\text{ ms},\\
t_{B,c}&=1.5\text{ ns}\times2.936\times10^6=4.40\text{ ms},\\
t_{A,c}&=4.0\text{ ns}\times3.853\times10^5=1.54\text{ ms}.
\end{aligned}$$

The order is completely reversed. For C and A, the left side of (3) is $0.35\times13.539=4.74$, while the right side is $\ln5=1.61$. Had A fired later than $0.8\,e^{4.74}\approx91$ ns, C would have stayed ahead of it.

How often does the winner change? For path $i$ to be first at both temperatures, every other path $m$ must satisfy $u_m/k_{m,h}>u_i/k_{i,h}$ and $u_m/k_{m,c}>u_i/k_{i,c}$. Together these say $u_m>M_{mi}u_i$, where

$$M_{mi}=\max\left(\frac{k_{m,h}}{k_{i,h}},\frac{k_{m,c}}{k_{i,c}}\right).$$

At fixed $u_i=u$ the probability of this is $\prod_{m\ne i}e^{-M_{mi}u}$. Averaging over $u$ and adding the possible winners gives

$$P_{\rm same}=\sum_i\int_0^\infty e^{-u(1+\sum_{m\ne i}M_{mi})}du
=\sum_i\frac1{1+\sum_{m\ne i}M_{mi}}. \tag{4}$$

For A, the lowest barrier, both maxima are hot ratios, so its term is its hot fraction, 0.259. For C, the highest barrier, both are cold ratios, and its term is its cold fraction, 0.013. For B, the maxima are $531.4/81.75=6.50$ against A and $3.469/2.400=1.45$ against C, which gives $1/(1+6.50+1.45)=0.112$. The sum is 0.383. The first hot path is therefore not the first cold path in 61.7% of histories.

With two paths, let 1 have the lower barrier and let $r=k_2/k_1$, so that $r_h>r_c$. Equation (4) becomes

$$P_{\rm same}=\frac1{1+r_h}+\frac{r_c}{1+r_c}=p_{1,h}+1-p_{1,c},$$

where $p_{1,h}$ and $p_{1,c}$ are path 1's chances of being first. The chance of a change is then $p_{1,c}-p_{1,h}$.

The favoured path itself changes where the two largest rates cross. Equating the rates of A and C gives

$$k_BT=\frac{E_C-E_A}{\ln(\nu_C/\nu_A)}=\frac{0.35\text{ eV}}{\ln50},$$

or 1038 K. B is slower than both there, so the favourite passes from C to A on cooling. A and B cross at 1082 K, but C is still the fastest path at that temperature, so this crossing does not change the favourite. Individual histories can change winner without any crossing. Two paths with equal prefactors and barriers of 0.95 and 1.00 eV keep the same favourite at every finite temperature, yet their branching difference between 1200 and 500 K is 0.143, and so is the chance of a change.

## Deciding when to stop

Turning the trajectory back leaves one design question: a path not yet seen might still map to an earlier cold time. Let $t_{\rm short}$ be the smallest mapped time so far. An unseen path firing after hot time $t$ can win if its barrier lies below

$$E^*(t)=\frac{\ln(t_{\rm short}/t)}{\Delta\beta}. \tag{5}$$

Waiting cannot exclude such a path without some lower limit on its rate. Assume that every prefactor is at least $\nu_{\min}$. A path with barrier $E^*$ then has a chance of at most $\exp(-\nu_{\min}e^{-\beta_hE^*}t)$ of staying silent until $t$. Set this equal to a chosen risk $\delta$, and write $L=\ln(1/\delta)$:

$$\nu_{\min}e^{-\beta_hE^*}t=L
\quad\Rightarrow\quad \beta_hE^*=\ln\frac{\nu_{\min}t}{L}.$$

Equation (5) also says $(\beta_c-\beta_h)E^*=\ln(t_{\rm short}/t)$. Adding the two relations removes $t$:

$$E^*=\frac1{\beta_c}\ln\frac{\nu_{\min}t_{\rm short}}L. \tag{6}$$

Putting this back into $t=(L/\nu_{\min})e^{\beta_hE^*}$, with $\beta_h/\beta_c=T_c/T_h$, gives the stop time

$$t_{\rm stop}=\frac L{\nu_{\min}}
\left(\frac{\nu_{\min}t_{\rm short}}L\right)^{T_c/T_h}. \tag{7}$$

The run ends when its hot time reaches $t_{\rm stop}$, which is recomputed whenever $t_{\rm short}$ falls.

For $\nu_{\min}=10^{12}$ s$^{-1}$ and $\delta=0.05$, $L=2.996$. After C the stop time is 47.0 ns, so the run continues; B lowers it to 19.8 ns. After A,

$$t_{\rm stop}=2.996\times10^{-12}\text{ s}\times(5.14\times10^8)^{0.4167}=12.8\text{ ns}.$$

The run continues from 4.0 to 12.8 ns to guard against unseen paths, then accepts A at 1.54 ms. Equation (6) puts the limiting barrier at 0.864 eV.

The rule also shows where the risk lies. If C alone had fired, the run would have ended at 47.0 ns, although an A event between 47 and 91 ns would still have won. The chance that A stays silent for 47 ns is $e^{-0.2047\times47.0}\approx7\times10^{-5}$.

## What the risk parameter guarantees

The derivation treated one unseen path. With many paths, one might fear that their risks add up to many times $\delta$. They do not, because an error must involve the true cold winner.

Suppose that the true winner $j$ is still unseen when the run stops at $\tau\ge t_{\rm stop}$. Then $t_{j,h}>\tau$ and $t_{j,c}<t_{\rm short}$, so $e^{E_j\Delta\beta}=t_{j,c}/t_{j,h}<t_{\rm short}/\tau$ and $E_j<E^*(\tau)$. Since $E^*(t)$ falls as $t$ grows, $\nu_{\min}e^{-\beta_hE^*(t)}t$ rises; at $\tau$ it is at least $L$. Hence

$$u_j=k_{j,h}t_{j,h}>\nu_{\min}e^{-\beta_hE^*(\tau)}\tau\ge L.$$

By equation (2), $u_j$ is also $k_{j,c}t_{j,c}$. The winner's cold time must therefore exceed $L/k_{j,c}$. With $K_c=\sum_i k_{i,c}$ and $p_j=k_{j,c}/K_c$, the chance that $j$ wins later than $s$ is

$$\int_s^\infty k_{j,c}e^{-K_ct}dt=p_je^{-K_cs}.$$

Setting $s=L/k_{j,c}$ and summing over the possible winners,

$$P_{\rm wrong}\le\sum_jp_je^{-L/p_j}=\sum_jp_j\delta^{1/p_j}\le\delta. \tag{8}$$

The last step uses $1/p_j\ge1$ and $\sum_jp_j=1$. The number of paths does not enter as a multiplier.

For the silicon pair the bound is 0.026. To see the actual frequency, 100,000 hot histories were sampled with exponential gaps and random paths drawn from the hot rates, and the stop rule was applied to each. The accepted fractions were 0.855, 0.133 and 0.012, in line with the cold fractions. The mean cold time was 1.601 ms, against $1/K_c=1.610$ ms; the difference is under two standard errors. There were 15 wrong winners.

This is far below the bound partly because A's prefactor is twice the floor. Keeping the true prefactor in the proof replaces $L$ by $L\nu_j/\nu_{\min}$, which lowers A's contribution to $0.856\,e^{-5.99/0.856}\approx8\times10^{-4}$. Errors are easier to see in the two-path case above, with both prefactors at a floor of $10^{12}$ s$^{-1}$ and $\delta=0.30$: the wrong winner appeared in 4.9% of 100,000 samples, below the bound of 15.8%.

The guarantee fails if the floor is false. Take a path with 0.50 eV and $10^9$ s$^{-1}$ beside one with 1.10 eV and $10^{13}$ s$^{-1}$, while still assuming a floor of $10^{12}$ s$^{-1}$ and $\delta=0.05$. When cold, the first path is about a hundred times faster. When hot, its mean waiting time is about 126 ns, whereas a typical event of the second path sets a stop time near 30 ns. The run usually ends too soon: the wrong winner was accepted in 80% of 10,000 samples. A small $\delta$ does not protect against a wrong $\nu_{\min}$.

## What the hot run buys

When the winning event comes before its own stop time, as it nearly always does here, dividing $t_{\rm short}$ by equation (7) gives the gain in simulated time:

$$\frac{t_{\rm short}}{t_{\rm stop}}=
\left(\frac{\nu_{\min}t_{\rm short}}L\right)^{1-T_c/T_h}.$$

For the chosen history it is $1.2\times10^5$. Over the sampled histories the mean hot time was 11.5 ns, and the ratio of mean cold to mean hot time was $1.4\times10^5$. This compares cold time with hot time inside the basin. It leaves out the saddle searches and the steps spent outside the basin or settling after each return.

When $T_h\to T_c$ the gain tends to one. When $\nu_{\min}t_{\rm short}<L$ it is below one, so the method suits slow cold escapes. For $\nu_{\min}t_{\rm short}>L$, raising $T_h$ at fixed $t_{\rm short}$ shortens the run but leaves $E^*$ unchanged, by equations (7) and (6). The expected number of hot escapes along path $j$ during a time $t_{\rm stop}$ is

$$k_{j,h}t_{\rm stop}=L\,\frac{\nu_j}{\nu_{\min}}\,e^{-\beta_h(E_j-E^*)}.$$

For $E_j>E^*$ this grows with $T_h$. At 1200 K and 12.8 ns it is already 4.4 for C, which almost never wins when cold. A hotter run spends more of its effort on escapes that will be rejected, and its harmonic rates become less reliable.

## The silicon pair beside a real one

Barriers near 1 eV are of the rough size expected for vacancy motion beside phosphorus. The prefactor of C is at the high end, and C itself is a model path. Silicon is still solid at 1200 K, while 500 K represents a low-temperature bake rather than a dopant-activation anneal. The assumption most at risk is that the pair is the same defect at both temperatures. Take $10^{18}$ cm$^{-3}$ fully ionized donors and a pair level 0.10 eV above midgap, both chosen. A rough nondegenerate estimate, with a gap that narrows on heating and the intrinsic level placed at midgap, gives intrinsic densities of $2\times10^{14}$ cm$^{-3}$ at 500 K and $4\times10^{18}$ cm$^{-3}$ at 1200 K. The Fermi level falls from 0.37 to 0.01 eV above midgap, and the negatively charged share of pairs from nearly all to about 18%. The share is taken as $1/[1+2e^{\beta(E_t-E_F)}]$, with $E_t$ the pair level, $E_F$ the Fermi level, a spin degeneracy of two for the neutral pair and no positive charge state. The hot share assumes that the level keeps its distance from midgap as the gap narrows; a level fixed 0.45 eV below the conduction band would leave about half the pairs negative. These hot figures are rough: placing the intrinsic level from the band densities of states, with valence-band values of 1.0 to $3.1\times10^{19}$ cm$^{-3}$ at 300 K, and allowing partial donor ionization puts the hot Fermi level between 0.03 eV below and 0.015 eV above midgap. The share is then 12 to 18%, or 37 to 49% for the fixed level. If the wrong charge state puts a barrier off by 0.10 eV, the cold rate is wrong by a factor of 10 at fixed prefactor. The time map cannot repair this; the hot escapes and their barriers must belong to the charge state present when cold. In a simulation the charge is set by the cell or the potential, so the hot run should be held in that state.

Other errors are smaller for these inputs. A saddle search that overestimates $E$ by 0.05 eV lengthens the mapped time by $e^{0.05\Delta\beta}=1.97$. For thermal expansion, take a linear coefficient of $4\times10^{-6}$ K$^{-1}$, a bulk modulus of 100 GPa and an activation volume of 0.005 nm$^3$, all rough. Their product with three times the temperature difference is a barrier shift of 0.026 eV. The mapped time is then off by a factor of 1.3 if the barrier is computed in the cold lattice, or 1.8 if in the hot one. Running the hot dynamics at the cold lattice volume removes this mismatch.

Quantum motion is weaker still. With one 10 THz mode in the well and one of equal magnitude at the parabolic barrier, and $y=\beta h\nu_m/2$ for mode frequency $\nu_m$, the rate factor is $(\sinh y/y)(y/\sin y)$. It is 1.08 when cold and 1.01 when hot; with 15.5 THz modes, near the top of silicon's phonon band, it is 1.20 and 1.03. All other modes are left out of this estimate. A vibrational memory of roughly 1 ps is $8\times10^{-4}$ of the mean interval between hot escapes, which supports treating successive escapes as independent in this example.
